\section*{Scott–Malliaras Injection Current from Image-Assisted Recombination, and Its Limits}

\section{The choice at the electrode}

A current--voltage calculation for a polymer diode has to choose a boundary condition at the injecting electrode. If the contact can supply more current than the film can carry, the film sets the current through its own space charge. If it supplies less, the barrier sets the current, and a mobility extracted from a space-charge formula is wrong. The choice needs an injection current for a given barrier and field.

The working case is hole injection from indium tin oxide into a polymer of the poly(phenylene vinylene) type, with rough typical values: relative permittivity 3, barrier $\phi=0.5$ eV, density of transport states $N_0=10^{21}$ cm$^{-3}$, mobility $\mu=10^{-6}$ cm$^2$/Vs, $T=300$ K and film thickness $L=100$ nm. The field is $E=0.2$ MV/cm, so the potential drop across the film is 2 V.

Conventions: the metal fills $x<0$, $e>0$ is the size of the carrier charge, and $E>0$ is the size of a field that pulls carriers away from the metal. Energies are carrier energies, so electrons and holes obey the same equations. The absolute permittivity is $\varepsilon$. The polymer is undoped, and $\mu$ is the same at the contact and in the bulk.

\section{Zero field: fixing the entry rate}

A carrier at distance $x$ from a perfect conductor is attracted by an image charge at distance $2x$. The force is $e^2/[4\pi\varepsilon(2x)^2]$. Integrating it from infinity gives the energy relative to $\phi$,
\begin{equation}
U(x)=-\frac{e^2}{16\pi\varepsilon x}=-kT\,\frac{r_c}{4x},\qquad
r_c=\frac{e^2}{4\pi\varepsilon kT}.
\end{equation}
The Coulomb radius $r_c$ is the distance at which two unit charges interact with energy $kT$. Here $kT=0.02585$ eV and $r_c=18.57$ nm.

The first closure is a capture criterion: a carrier counts as recombining with its image once it lies $kT$ below the barrier top on the metal side. At zero field the top is $U=0$ at infinity, so $U(x_c)=-kT$ gives $x_c=r_c/4=4.64$ nm. The force toward the metal there is
\begin{equation}
\left.\frac{dU}{dx}\right|_{r_c/4}=\frac{kT\,r_c}{4(r_c/4)^2}=\frac{4kT}{r_c}.
\end{equation}
The drift speed is $\mu/e$ times the force, so the recombination velocity is
\begin{equation}
S(0)=\frac{4\mu kT}{e r_c}=\frac{16\pi\varepsilon (kT)^2\mu}{e^3}.
\end{equation}

Without a field there is no net current. The carrier density is taken as $N_0e^{-\phi/kT}$, its equilibrium value far from the metal. (At the capture plane itself, equilibrium would give a density larger by $e^{1}$, the base of natural logarithms; the closure ignores this.) Entry must balance return, hence
\begin{equation}
J_{\rm in}(0)=C e^{-\phi/kT},\qquad C=eN_0S(0)=\frac{4\mu kTN_0}{r_c}.
\end{equation}
For the example $C=8.92$ A/cm$^2$. The free-electron Richardson prefactor at the same temperature is $1.08\times10^{7}$ A/cm$^2$. The metal could supply far more than enters, so the bottleneck is slow transport through the image region of the polymer.

\section{Field on: where the barrier and capture plane move}

With the field,
\begin{equation}
U(x)=-eEx-kT\frac{r_c}{4x}.
\end{equation}
Define
\begin{equation}
f=\frac{eEr_c}{kT},\qquad s=\sqrt f,\qquad u=\frac{x}{r_c},
\end{equation}
so that $U/kT=-fu-1/(4u)$. Setting the derivative $-f+1/(4u^2)$ to zero gives the maximum
\begin{equation}
x_m=\frac{r_c}{2s},\qquad
\frac{U(x_m)}{kT}=-\frac{f}{2s}-\frac{2s}{4}=-s.
\end{equation}
The barrier is lowered by $kT\sqrt f$, the Schottky lowering.

The capture plane lies $kT$ below this maximum:
\begin{equation}
fu+\frac1{4u}=1+s
\quad\Longrightarrow\quad
4fu^2-4(1+s)u+1=0 .
\end{equation}
The discriminant is $16[(1+s)^2-s^2]=16(1+2s)$. With $w=\sqrt{1+2s}$, the roots are $u=(1+s\pm w)/(2f)$. The maximum sits at $u=s/(2f)$. Since $w>1$, the minus sign gives the root on the metal side. Writing $x_c=r_c\psi/2$,
\begin{equation}
\psi=\frac{1+s-w}{f}=\frac1f+\frac1{\sqrt f}-\frac{\sqrt{1+2\sqrt f}}{f}.
\end{equation}
This form subtracts nearly equal numbers at small $f$. Substituting $s=(w^2-1)/2$ removes the problem, because $1+s-w=(w-1)^2/2$ and $f=(w-1)^2(w+1)^2/4$:
\begin{equation}
\psi=\frac{2}{(1+w)^2}.
\end{equation}
As $f\to0$, $w\to1$ and $\psi\to1/2$, which returns $x_c=r_c/4$.

The net force toward the metal at $x_c$ is the image attraction minus the pull of the field. With $u=\psi/2$, $1/(4u^2)=1/\psi^2$, so
\begin{equation}
S(E)=\frac{\mu kT}{e r_c}\left(\frac1{\psi^2}-f\right).
\end{equation}
At $f=0$ the bracket is 4, as before.

\section{The balance with current flowing}

Two more closures are needed. The entry prefactor keeps its zero-field value and the field acts on entry through the lowered barrier alone, so $J_{\rm in}=Ce^{-\phi/kT+\sqrt f}$. Carriers that are not captured leave by drift, with the same density $n_0$ in the capture and drift terms. Then
\begin{equation}
J_{\rm in}=en_0S(E)+en_0\mu E,\qquad J=en_0\mu E .
\end{equation}
From the definition of $f$, $\mu E=(\mu kT/er_c)f$. Adding it to $S(E)$ cancels the term $-f$:
\begin{equation}
S(E)+\mu E=\frac{\mu kT}{e r_c\psi^2}.
\end{equation}
The fraction of entering carriers that escapes is therefore
\begin{equation}
\frac{J}{J_{\rm in}}=\frac{\mu E}{S+\mu E}=f\psi^2=\left(\frac{w-1}{w+1}\right)^2,
\end{equation}
where the last form uses $s\psi=(w^2-1)/(w+1)^2$. Inserting $C$ and $fkT/r_c=eE$,
\begin{equation}
J=\frac{4\mu kTN_0}{r_c}f\psi^2e^{-\phi/kT+\sqrt f}
=4\psi^2N_0e\mu E\,e^{-\phi/kT}e^{\sqrt f}.
\label{eq:sm}
\end{equation}
This is the Scott--Malliaras current. The density $n_0=J/(e\mu E)$ does not contain $\mu$, because entry, return and drift all scale with it.

For the example, $f=14.36$, $s=3.790$, $w=2.929$ and $\psi=0.1295$. The barrier top is at 2.45 nm, the capture plane at 1.20 nm, and the lowering is 0.098 eV. The factors are
\begin{align}
N_0e\mu E&=32.04\ \mathrm{A/cm^2},& e^{-\phi/kT}&=3.985\times10^{-9},\\
4\psi^2&=0.0671,& e^{\sqrt f}&=44.26,
\end{align}
and their product is $J=3.8\times10^{-7}$ A/cm$^2$, or $3.8\times10^{-3}$ A/m$^2$. As a test, the maximum, the capture plane and the force were also found numerically from $U(x)$ and the balance was solved for $n_0$; the current agreed to all five printed digits.

\section{Two limits and a dip between them}

For weak field $\psi\to1/2$ and $J\to N_0e\mu Ee^{-\phi/kT}$: the equilibrium density drifts. For strong field $w\to\infty$, the escape fraction tends to one and $J\to J_{\rm in}$. The example is far from that limit: 24\% of entering carriers escape at 0.2 MV/cm, and 38\% at 1 MV/cm.

Between the limits, use $dw/ds=1/w$. From $J\propto[(w-1)/(w+1)]^2e^s$ at fixed temperature and mobility,
\begin{equation}
\frac{d\ln J}{ds}=1+\frac2w\left(\frac1{w-1}-\frac1{w+1}\right)
=1+\frac{4}{w(w^2-1)}=1+\frac{2}{sw}.
\end{equation}
The current always rises with field in this model. The slope is 1.18 in the example, so a plot of $\ln J$ against $\sqrt E$ is 18\% steeper than Schottky lowering alone. Because $s\propto\varepsilon^{-1/2}$, assigning the whole slope to the lowering would give a permittivity too small by a factor $1.18^2\approx1.4$ at constant mobility. If a mobility that rises with field is inserted in Eq.~(\ref{eq:sm}), entry prefactor included, the plot steepens further and this error grows.

The ratio $J/E$ behaves differently. It is proportional to $G=4\psi^2e^s=16e^s/(1+w)^4$. For small $s$, $w\approx1+s$, so $G\approx(1+s)(1-2s)\approx1-s$: it falls first. Its minimum follows from
\begin{equation}
\frac{d\ln G}{ds}=1-\frac{4}{w(1+w)}=0
\quad\Longrightarrow\quad w=\frac{\sqrt{17}-1}{2},
\end{equation}
with $G=0.763$ at $s=0.719$, here 0.0072 MV/cm. A field that lowers the barrier should not reduce the conductance, so this dip calls for a comparison outside the closures.

\section{The same potential with drift and diffusion}

Let the current obey the continuum equation
\begin{equation}
J=-\mu kT\frac{dn}{dx}-\mu n\frac{dU}{dx}
=-\mu kT\,e^{-U/kT}\frac{d}{dx}\left(ne^{U/kT}\right).
\end{equation}
Multiply by $e^{U/kT}$ and integrate from the metal to infinity. Far away $n$ is bounded and $e^{U/kT}\to0$. For a film this requires $eEL\gg kT$. At $L=100$ nm the drop is $77\,kT$ in the example but only $3.9\,kT$ at 0.01 MV/cm and $2.8\,kT$ at the dip field, so the weak-field results refer to a thicker film or need the collecting contact included. At the metal take equilibrium, $ne^{U/kT}=N_0e^{-\phi/kT}$, which the large Richardson supply supports. Thus
\begin{equation}
J_{\rm dd}=\frac{\mu kTN_0e^{-\phi/kT}}{\int_0^\infty e^{U/kT}dx}.
\end{equation}
With $u=e^y/(2s)$ the exponent becomes $-s\cosh y$, and
\begin{equation}
\int_0^\infty e^{U/kT}dx=\frac{r_c}{2s}\int_{-\infty}^{\infty}e^{y-s\cosh y}dy
=\frac{r_c}{s}K_1(s),
\end{equation}
since the integral over $y$ is $2K_1(s)$, a modified Bessel function. Using $kT/r_c=eE/f$,
\begin{equation}
J_{\rm dd}=\frac{N_0e\mu E\,e^{-\phi/kT}}{\sqrt f\,K_1(\sqrt f)}.
\end{equation}
Direct integration of the differential equation at $f=0.1$, 1, 14 and 50 reproduced this within a relative $10^{-5}$.

As $s\to0$, $sK_1(s)\to1$, and both laws share the weak-field limit. But $d(sK_1)/ds=-sK_0<0$, so $J_{\rm dd}/E$ rises from the start. The dip is a product of the closures, not of the potential. For large $s$, $K_1\approx\sqrt{\pi/2s}\,e^{-s}$ and $\psi\approx1/s$, giving
\begin{equation}
\frac{J}{J_{\rm dd}}=4\psi^2e^ssK_1(s)\longrightarrow4\sqrt{\frac{\pi}{2}}\,f^{-3/4}.
\end{equation}
The example is not in this asymptotic range: the limiting form would give 0.68 at $f=14.4$, while the ratio is 0.18.

\begin{center}
\begin{tabular}{ccccc}
$E$ (MV/cm) & $f$ & $J$ (A/cm$^2$) & $J_{\rm dd}$ (A/cm$^2$) & $J/J_{\rm dd}$\\
0.01 & 0.72 & $4.9\times10^{-9}$ & $9.6\times10^{-9}$ & 0.51\\
0.1 & 7.2 & $9.7\times10^{-8}$ & $4.0\times10^{-7}$ & 0.24\\
0.2 & 14.4 & $3.8\times10^{-7}$ & $2.1\times10^{-6}$ & 0.18\\
1.0 & 71.8 & $6.5\times10^{-5}$ & $8.0\times10^{-4}$ & 0.08
\end{tabular}
\end{center}

The strong-field discrepancy can be traced. The recombination velocity grows by $(1/\psi^2-f)/4$, about 11 in the example, while the entry prefactor was frozen at zero field. Let entry follow return instead, $J_{\rm in}=eN_0S(E)e^{-\phi/kT+s}$. Multiplying by the escape fraction and using $S/(S+\mu E)=1-f\psi^2$,
\begin{equation}
J_{\rm var}=N_0e\mu E\,e^{-\phi/kT+s}(1-f\psi^2),\qquad
1-f\psi^2=\frac{4w}{(1+w)^2}.
\end{equation}
For large $s$ the last factor is $4/\sqrt{2s}$, so
\begin{equation}
\frac{J_{\rm var}}{J_{\rm dd}}\to\frac{4}{\sqrt{2s}}\sqrt{\frac{\pi s}{2}}=2\sqrt\pi .
\end{equation}
The power of the field is now right, so the frozen prefactor causes the growing shortfall. The dip also goes: $J_{\rm var}/E$ rises from the start. The dip needs the shallow capture criterion as well. For a capture depth $d\,kT$ with the prefactor still frozen, the same steps give $G\approx1+(1-2/d)s$ at small $s$, so the initial linear fall is absent for $d\ge2$. The magnitude is still off: the variant is 2.0 times $J_{\rm dd}$ in the example. It is a diagnosis rather than a better law.

\section{Returning to the device}

The film's limit follows from $J=\rho\mu E$ and $\varepsilon\,dE/dx=\rho$ with $E(0)=0$. Integration gives $E=\sqrt{2Jx/\varepsilon\mu}$, then $V=\tfrac23\sqrt{2J/\varepsilon\mu}\,L^{3/2}$, or
\begin{equation}
J_{\rm SCL}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}=1.2\times10^{-3}\ \mathrm{A/cm^2}
\end{equation}
at the same 2 V drop. Equation~(\ref{eq:sm}) supplies $3\times10^{-4}$ of this. The injected charge changes the field across the film by $en_0L/\varepsilon$, a fraction $4\times10^{-4}$ of $E$. Within the model the contact is injection-limited, and a constant mobility cancels from that verdict.

Real polymers of this kind break the assumption of a single transport energy. For a Gaussian density of states of width $\sigma$, completing the square in the Boltzmann average multiplies the density by $e^{\sigma^2/2(kT)^2}$ and centres the occupied states $\sigma^2/kT$ below the mean. A rough $\sigma=0.1$ eV gives a factor of about 1800 and a shift of 0.39 eV. The lowered barrier is 0.40 eV, so these states lie near the Fermi level, and Fermi statistics reduce the factor to about 980. If $\mu$ is an average over all carriers, the current scales up by roughly the same factor. The ratio to $J_{\rm SCL}$ becomes 0.31 and the field change 0.35 of $E$. Starting from $J_{\rm dd}$ instead, the estimate is $2.1\times10^{-3}$ A/cm$^2$, above the space-charge limit. The simple verdict therefore does not survive: for these values, injection and space charge should be solved together. This is a density estimate, not a theory of injection into a disordered solid.

Other omissions matter less for the verdict or are harder to size:
\begin{itemize}
\item A field-dependent mobility $\propto\exp(\gamma\sqrt E)$ with a rough $\gamma=5\times10^{-4}$ (m/V)$^{1/2}$ multiplies $\mu$ by 9.4. It raises $J_{\rm SCL}$ by about 6.8. Its effect on the injection current depends on the closure: if $\mu(E)$ is inserted in Eq.~(\ref{eq:sm}), entry included, $J$ rises by 9.4 and much of the factor drops out of the ratio; if the entry prefactor is held at the zero-field mobility, $J=f\psi^2J_{\rm in}$ does not change and the contact is more strongly injection-limited.
\item In a free-electron-mass estimate, tunnelling near a parabolic barrier top adds 8\%. At the Fermi level the tunnelling exponent is 113, against 15.6 for thermal entry.
\item The capture plane at 1.2 nm is barely one hop of about 1 nm from the metal. At 0.5 MV/cm it is at 0.9 nm, where continuum drift has lost its basis. The resulting error is not estimated here.
\item At fixed mobility and field, $J$ is $5.9\times10^{-8}$ A/cm$^2$ at 270 K and $1.8\times10^{-6}$ A/cm$^2$ at 330 K. With disorder, a mobility varying as $\exp[-(2\sigma/3kT)^2]$ contributes further factors 0.21 and 3.2 relative to 300 K. The density factor changes the other way, from about 980 at 300 K to about 4100 at 270 K and 330 at 330 K. Together they give about 0.87 and 1.05, so the two effects of disorder nearly cancel here. The sign of the remainder is not settled: this mobility law holds in the low-density limit, and pairing it with the Boltzmann density factor gives about 1.2 and 0.87 instead.
\end{itemize}

Equation~(\ref{eq:sm}) is thus a rough estimate for the boundary law. It needs at least a barrier high enough to keep space charge small, a density that includes disorder, and a capture plane more than a hop from the metal. These conditions do not guarantee its accuracy in a real polymer. The table shows only its difference from the drift--diffusion result for the same potential; the error of the continuum picture itself comes on top. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
relative permittivity 3.0; barrier 0.50 eV
N0 1.0e+21 cm^-3; mobility 1.0e-06 cm2/Vs
temperature 300 K; kT 0.02585 eV; film 100 nm
field 0.20 MV/cm; voltage across film 2.00 V
Coulomb radius rc 18.567 nm; zero-field capture rc/4 4.642 nm
reduced field f 14.3639; sqrt(f) 3.7900
w = sqrt(1+2 sqrt f) 2.9292; psi 0.12955
barrier top at 2.449 nm; capture plane at 1.203 nm
Schottky lowering 0.0980 eV; factor exp(sqrt f) 44.255
4 psi^2 0.06713; exp(-phi/kT) 3.9845e-09
N0 e mu F 32.044 A/cm2
zero-field recombination velocity 5.5695e-02 cm/s
entry prefactor C 8.9234 A/cm2
entry current 1.5735e-06 A/cm2
escape fraction f psi^2 0.2411
carrier density n0 1.1837e+13 cm^-3
J closed law 3.7931e-07 A/cm2 = 3.7931e-03 A/m2
J numerical balance 3.7931e-07 A/cm2
J drift-diffusion 2.1203e-06 A/cm2; ratio law/dd 0.1789
variant closure / drift-diffusion 2.0225
slope dlnJ/dsqrt(f) 1.1802
dip of J/F: factor 0.7629 at sqrt(f) 0.7192
dip field 0.00720 MV/cm
field MV/cm | f | psi | escape | J law A/cm2 | J dd A/cm2 | law/dd
0.01 | 0.718 | 0.2866 | 0.0590 | 4.895e-09 | 9.555e-09 | 0.512
0.05 | 3.591 | 0.1967 | 0.1390 | 3.287e-08 | 1.048e-07 | 0.314
0.10 | 7.182 | 0.1612 | 0.1867 | 9.682e-08 | 4.025e-07 | 0.241
0.20 | 14.364 | 0.1295 | 0.2411 | 3.793e-07 | 2.120e-06 | 0.179
0.50 | 35.910 | 0.0944 | 0.3198 | 4.553e-06 | 3.931e-05 | 0.116
1.00 | 71.819 | 0.0729 | 0.3820 | 6.508e-05 | 8.040e-04 | 0.081
disorder width 0.10 eV; width^2/kT 0.3868 eV
lowered barrier 0.4020 eV
disorder density factor, Fermi statistics 984.9
disorder density factor, Boltzmann 1774.7
mobility field coefficient 5.0e-04 (m/V)^0.5
mobility field factor 9.36
barrier-top tunnelling factor 1.0820
Fermi-level WKB exponent 113.4; thermal exponent 15.55
space-charge-limited current 1.195e-03 A/cm2
J law / space-charge limit 3.173e-04
same with disorder factor 0.313
field change across film / field 3.570e-04
same with disorder factor 0.352
capture distance / hop of 1.0 nm: 1.203
free-electron Richardson prefactor 1.082e+07 A/cm2
C / Richardson prefactor 8.250e-07
270 K: J 5.856e-08 A/cm2 at fixed mobility; mobility factor 0.210
330 K: J 1.766e-06 A/cm2 at fixed mobility; mobility factor 3.171
\end{verbatim}
